# Mean-field dimer rates on a one-dimensional terrace without edge barriers: a program that tests the result

```python
"""
Second-layer nucleation on a one-dimensional terrace with absorbing ends.

Result under test, for a small mean adatom population:
  true dimer rate        omega = c F^2 L^4 / (2 D)   (large L)
  mean-field dimer rate  W     = F^2 (L^5 - L) / (60 D)
  overestimate           W / omega -> L / (30 c)
  c = 1/4 - (48/pi^5) * sum over odd k of coth(k pi/2) / k^5

Symbols: sites x = 1..L-1, atoms are lost at 0 and L; D = hop rate in each
direction; F = landing rate per site; a dimer forms when two adatoms meet.
In the lattice functions D = 1 and F = 1, so rates are in units of F^2/D.
exit_rate = rate of leaving an end site outward, in units of D.
reach = 0: meeting means one shared site; reach = 1: neighbouring sites.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad
from scipy.constants import k as k_boltzmann, e as e_charge


def walker_generator(L, exit_rate=1.0):
    n_sites = L - 1
    diagonal = -2.0 * np.ones(n_sites)
    diagonal[0] += 1.0 - exit_rate
    diagonal[-1] += 1.0 - exit_rate
    side = np.ones(n_sites - 1)
    return sp.diags([side, diagonal, side], [-1, 0, 1], format="csc")


def pair_setup(L, exit_rate=1.0, reach=0):
    one = walker_generator(L, exit_rate)
    unit = sp.identity(L - 1, format="csc")
    pair = (sp.kron(one, unit) + sp.kron(unit, one)).tocsr()
    density = spsolve(one, -np.ones(L - 1))
    site = np.arange(L - 1)
    contact = (np.abs(site[:, None] - site[None, :]) <= reach).ravel()
    return pair, density, contact


def true_rate(L, exit_rate=1.0, reach=0):
    """Landing of a second atom times the chance that the pair ever meets."""
    pair, density, contact = pair_setup(L, exit_rate, reach)
    apart = np.flatnonzero(~contact)
    meet = contact.astype(float)
    source = -(pair @ meet)[apart]
    meet[apart] = spsolve(pair[apart][:, apart].tocsc(), source)
    meet = meet.reshape(L - 1, L - 1)
    return density @ meet.sum(axis=1), meet


def mean_field_rate(L, exit_rate=1.0, reach=0):
    """Encounter rate from the product of one-atom densities."""
    pair, density, contact = pair_setup(L, exit_rate, reach)
    arrival = np.where(contact, 0.0, pair @ contact.astype(float))
    product = np.outer(density, density).ravel()
    landing = density @ contact.reshape(L - 1, L - 1).sum(axis=1)
    return 0.5 * product @ arrival + landing


def all_meetings(L):
    """Count every meeting, repeats included, of walkers that do not react."""
    pair, density, contact = pair_setup(L)
    arrival = np.where(contact, 0.0, pair @ contact.astype(float))
    later = spsolve(pair.tocsc(), -arrival)
    count = (later + contact).reshape(L - 1, L - 1)
    return density @ count.sum(axis=1), count


def first_dimer_time(L, flux):
    """Mean time to the first dimer, all adatom configurations kept (D = 1)."""
    n_sites = L - 1
    n_states = 2 ** n_sites
    matrix = np.zeros((n_states, n_states))
    for state in range(n_states):
        for s in range(n_sites):
            bit = 1 << s
            matrix[state, state] += flux
            if not state & bit:
                matrix[state, state | bit] -= flux
                continue
            for target in (s - 1, s + 1):
                matrix[state, state] += 1.0
                left = state ^ bit
                if target < 0 or target >= n_sites:
                    matrix[state, left] -= 1.0
                elif not state & (1 << target):
                    matrix[state, left | (1 << target)] -= 1.0
    return np.linalg.solve(matrix, np.ones(n_states))[0]


# ---- continuum constant and its ingredients
odd = np.arange(1, 2002, 2)
c = 0.25 - 48 / np.pi**5 * np.sum(1 / np.tanh(odd * np.pi / 2) / odd**5.0)
slope = 1 / (30 * c)
for k in (1, 3):
    a = k * np.pi
    numeric = quad(lambda t: (t * (1 - t))**2 * (np.sin(a*t) * np.cosh(a*t)
                   - np.cos(a*t) * np.sinh(a*t)), 0, 1, epsabs=1e-12)[0]
    closed = (3 * a * np.sinh(a) - 6 * (np.cosh(a) + 1)) / a**5
    assert abs(numeric / closed - 1) < 1e-7


def meeting_chance_series(x, y):
    a = np.arange(1, 40, 2) * np.pi
    q = (np.sin(a*y) * (np.sinh(a*(1 - x)) - np.sinh(a*x))
         + np.sin(a*x) * (np.sinh(a*y) - np.sinh(a*(1 - y))))
    return 1 - np.sum(4 / a * q / np.sinh(a))


# ---- lattice rates against the closed formulas
print("continuum constant c: %.6f" % c)
print("predicted overestimate per site of length, 1/(30c): %.5f" % slope)
ratios = {}
for L in (20, 40, 80, 160):
    rate, meet = true_rate(L)
    mean_field = mean_field_rate(L)
    assert abs(mean_field / ((L**5 - L) / 60) - 1) < 1e-9
    c_lattice = 2 * rate / L**4
    # lattice corrections are of order 1/L^2
    assert abs(c_lattice / c - 1) < 5 / L**2
    ratios[L] = mean_field / rate
    print("L = %3d: lattice c = %.6f, overestimate = %.3f"
          % (L, c_lattice, ratios[L]))
assert abs(ratios[160] / ratios[80] - 2) < 0.01
assert abs(ratios[160] / (160 * slope) - 1) < 1e-3
p_lattice = meet[48 - 1, 112 - 1]
p_series = meeting_chance_series(0.3, 0.7)
assert abs(p_lattice - p_series) < 1e-3
print("meeting chance from x=0.3L, y=0.7L: lattice %.5f, series %.5f"
      % (p_lattice, p_series))

# ---- mean field equals the count of all meetings
L = 100
total, count = all_meetings(L)
assert abs(total / ((L**5 - L) / 60) - 1) < 1e-8
print("L = 100: all meetings / mean-field rate: %.8f"
      % (total / mean_field_rate(L)))
print("L = 100: meetings of a pair that first meets at the centre: %.2f"
      % count[L // 2 - 1, L // 2 - 1])

# ---- many-adatom master equation on a short terrace
short = 10
short_rate = true_rate(short)[0]


def many_atom_deviation(population):
    flux = population * 12 / (short * (short**2 - 1))
    return 1 / first_dimer_time(short, flux) / (short_rate * flux**2) - 1


deviation_rare = many_atom_deviation(1e-4)
assert abs(deviation_rare) < 1e-3
print("L = 10, population 1e-4: master equation / pair formula - 1: %.2e"
      % deviation_rare)
print("L = 10: mean-field / true rate: %.3f"
      % (mean_field_rate(short) / short_rate))

# ---- worked example, round and only roughly typical parameters
temperature = 250.0        # K
barrier = 0.40             # eV, along the trough
cross_barrier = 0.70       # eV, between troughs
bond = 0.35                # eV, dimer bond
prefactor = 1e13           # 1/s
F = 0.01                   # per site per second
spacing = 0.28             # nm
exposure = 5.0             # s
kT = k_boltzmann * temperature / e_charge
D = prefactor * np.exp(-barrier / kT)
population = F * L * (L**2 - 1) / (12 * D)
residence = population / (F * (L - 1))
lattice_true, _ = true_rate(L)
omega = c * F**2 * L**4 / (2 * D)
omega_lattice = lattice_true * F**2 / D
W = F**2 * (L**5 - L) / (60 * D)
assert abs(omega / omega_lattice - 1) < 1e-3
print("temperature: %.0f K, kT: %.5f eV" % (temperature, kT))
print("trough barrier: %.2f eV, prefactor: %.0e 1/s" % (barrier, prefactor))
print("flux: %.3f per site per s" % F)
print("terrace length: %d sites = %.1f nm" % (L, L * spacing))
print("hop rate D per direction: %.4e 1/s" % D)
print("mean adatom population: %.5f" % population)
print("mean residence time: %.3e s" % residence)
print("true dimer rate, formula: %.4e 1/s" % omega)
print("true dimer rate, lattice: %.4e 1/s" % omega_lattice)
print("mean-field dimer rate: %.4e 1/s" % W)
print("overestimate: %.2f" % (W / omega))
print("mean waiting time: true %.1f s, mean-field %.2f s"
      % (1 / omega, 1 / W))
print("dimer chance in %.0f s: true %.4f, mean-field %.4f"
      % (exposure, 1 - np.exp(-omega * exposure), 1 - np.exp(-W * exposure)))

# ---- size of the neglected effects for these numbers
growth = 2 * F * exposure  # relative lengthening, island spacing 2L
factor_true = quad(lambda s: (1 + growth * s)**4, 0, 1)[0]
factor_mf = quad(lambda s: (1 + growth * s)**5, 0, 1)[0]
print("terrace lengthening in %.0f s, island spacing 2L: %.1f %%"
      % (exposure, 100 * growth))
print("  its factor on expected dimers: true %.3f, mean-field %.3f"
      % (factor_true, factor_mf))
barrier_ratios = [W / omega_lattice]
for extra in (0.02, 0.10):
    exit_rate = np.exp(-extra / kT)
    rate = true_rate(L, exit_rate)[0]
    barrier_ratios.append(mean_field_rate(L, exit_rate) / rate)
    print("edge barrier %.2f eV: true rate x %.3f, overestimate %.2f"
          % (extra, rate / lattice_true, barrier_ratios[-1]))
assert barrier_ratios[0] < barrier_ratios[1] < barrier_ratios[2]
cross = 2 * prefactor * np.exp(-cross_barrier / kT) * residence
print("cross-trough barrier %.2f eV: hops per residence %.2e"
      % (cross_barrier, cross))
breakup = 2 * prefactor * np.exp(-(barrier + bond) / kT)
capture = F * (L - 1) / 2
print("dimer bond %.2f eV: break-up rate %.3e 1/s" % (bond, breakup))
print("  capture rate of a central dimer: %.3f 1/s, break-up/capture: %.4f"
      % (capture, breakup / capture))
print("third-adatom correction at this population (L = 10): %.2f %%"
      % (100 * many_atom_deviation(population)))
rate_near = true_rate(L, reach=1)[0]
ratio_near = mean_field_rate(L, reach=1) / rate_near
assert abs(ratio_near / (W / omega_lattice) - 1) < 0.1
print("neighbour-site rule: true rate x %.4f, overestimate %.2f"
      % (rate_near / lattice_true, ratio_near))
print("OK")
```

It prints:

```
continuum constant c: 0.078269
predicted overestimate per site of length, 1/(30c): 0.42588
L =  20: lattice c = 0.078374, overestimate = 8.506
L =  40: lattice c = 0.078302, overestimate = 17.028
L =  80: lattice c = 0.078278, overestimate = 34.067
L = 160: lattice c = 0.078271, overestimate = 68.139
meeting chance from x=0.3L, y=0.7L: lattice 0.38900, series 0.38899
L = 100: all meetings / mean-field rate: 1.00000000
L = 100: meetings of a pair that first meets at the centre: 50.00
L = 10, population 1e-4: master equation / pair formula - 1: -1.43e-04
L = 10: mean-field / true rate: 4.246
temperature: 250 K, kT: 0.02154 eV
trough barrier: 0.40 eV, prefactor: 1e+13 1/s
flux: 0.010 per site per s
terrace length: 100 sites = 28.0 nm
hop rate D per direction: 8.6368e+04 1/s
mean adatom population: 0.00965
mean residence time: 9.745e-03 s
true dimer rate, formula: 4.5311e-03 1/s
true dimer rate, lattice: 4.5315e-03 1/s
mean-field dimer rate: 1.9297e-01 1/s
overestimate: 42.59
mean waiting time: true 220.7 s, mean-field 5.18 s
dimer chance in 5 s: true 0.0224, mean-field 0.6190
terrace lengthening in 5 s, island spacing 2L: 10.0 %
  its factor on expected dimers: true 1.221, mean-field 1.286
edge barrier 0.02 eV: true rate x 1.122, overestimate 43.94
edge barrier 0.10 eV: true rate x 11.962, overestimate 148.01
cross-trough barrier 0.70 eV: hops per residence 1.51e-03
dimer bond 0.35 eV: break-up rate 1.519e-02 1/s
  capture rate of a central dimer: 0.495 1/s, break-up/capture: 0.0307
third-adatom correction at this population (L = 10): -1.36 %
neighbour-site rule: true rate x 1.0238, overestimate 41.57
OK
```
